# Buffer capacity of a polyprotic acid as a proton-number variance

**Q:** A polishing bath holds an acid with three dissociable protons. I am told that its buffer capacity can never be negative. With several coupled equilibria, why could one step not undo another over some range of pH?

**A:** Let us first fix what is measured. Let \(C_b\) be the amount of strong monovalent base added per volume, counted negative if strong acid was added. The buffer capacity is

\[
\beta=\frac{dC_b}{d\,\mathrm{pH}} .
\]

I take equilibrium at fixed temperature and a fixed total acid concentration \(C\), so dilution by the titrant is left out. I write \(h=[\mathrm{H^+}]/(1\ \mathrm{mol/L})\) and \(\mathrm{pH}=-\log_{10}h\), a concentration scale. The equilibrium constants are conditional: they belong to one medium, whose ionic strength is held fixed.

**Q:** Then write down the species. I want to see where each constant goes.

**A:** Let the acid have \(N\) protons, and let \(\mathrm{H}_n\mathrm{A}\) be the form that still holds \(n\) of them. The constants \(K_1,\dots,K_N\) are numbered from the fully protonated form downwards. The step from \(\mathrm{H}_k\mathrm{A}\) to \(\mathrm{H}_{k-1}\mathrm{A}\) is number \(N-k+1\), so mass action reads

\[
K_{N-k+1}=\frac{h\,[\mathrm{H}_{k-1}\mathrm{A}]}{[\mathrm{H}_k\mathrm{A}]}
\quad\Rightarrow\quad
[\mathrm{H}_k\mathrm{A}]=\frac{h}{K_{N-k+1}}\,[\mathrm{H}_{k-1}\mathrm{A}] .
\]

Applying this for \(k=1,2,\dots,n\), starting from the bare anion A, gives

\[
[\mathrm{H}_n\mathrm{A}]=[\mathrm{A}]\,B_n h^n,\qquad
B_0=1,\qquad B_n=\prod_{k=1}^{n}\frac{1}{K_{N-k+1}} .
\]

Thus \(\log_{10}B_n\) is the sum of the last \(n\) pKa values. Summing over all forms gives \(C=[\mathrm{A}]P(h)\), with the binding polynomial

\[
P(h)=\sum_{n=0}^{N}B_nh^n .
\]

The fraction of acid units holding \(n\) protons is therefore \(p_n=B_nh^n/P\).

**Q:** That is bookkeeping. What does differentiating \(P\) tell me?

**A:** The operator \(h\,d/dh=d/d\ln h\) multiplies \(h^n\) by \(n\). Hence

\[
\frac{d\ln P}{d\ln h}=\frac{hP'}{P}=\frac{\sum_n nB_nh^n}{P}=\sum_n n\,p_n=\langle n\rangle ,
\]

the mean number of bound protons per acid unit. For the second derivative, take the logarithm \(\ln p_n=\ln B_n+n\ln h-\ln P\) and differentiate it:

\[
\frac{d\ln p_n}{d\ln h}=n-\langle n\rangle
\quad\Rightarrow\quad
\frac{dp_n}{d\ln h}=p_n\,(n-\langle n\rangle).
\]

Multiplying by \(n\) and summing,

\[
\frac{d\langle n\rangle}{d\ln h}
=\sum_n n\,p_n(n-\langle n\rangle)
=\langle n^2\rangle-\langle n\rangle^2
=\mathrm{Var}(n).
\]

**Q:** You have a slope of bound protons. I add base, not bound protons. Where is the connection?

**A:** It is electroneutrality. Let the fully protonated form be neutral, so that \(\mathrm{H}_n\mathrm{A}\) has charge \(-(N-n)\). The background salt is neutral by itself and drops out. Positive charge equals negative charge:

\[
C_b+[\mathrm{H^+}]=[\mathrm{OH^-}]+C\sum_n(N-n)p_n ,
\]

and since \(\sum_n p_n=1\),

\[
C_b=[\mathrm{OH^-}]-[\mathrm{H^+}]+C\,(N-\langle n\rangle).
\]

If the fully protonated form carries a charge, its inert counterions are present in fixed amount. They add a constant, which does not affect the slope.

Now \(\ln h=-\ln 10\;\mathrm{pH}\), so \(d/d\,\mathrm{pH}=-\ln10\;d/d\ln h\). The three pieces become

\[
-\frac{d[\mathrm{H^+}]}{d\,\mathrm{pH}}=\ln10\,[\mathrm{H^+}],\qquad
\frac{d[\mathrm{OH^-}]}{d\,\mathrm{pH}}=\ln10\,[\mathrm{OH^-}],\qquad
-C\frac{d\langle n\rangle}{d\,\mathrm{pH}}=C\ln10\,\mathrm{Var}(n).
\]

The middle one uses \([\mathrm{OH^-}]=K_w/[\mathrm{H^+}]\). The two minus signs in the last one cancel. Adding them,

\[
\boxed{\;\beta=\ln10\,\bigl\{[\mathrm{H^+}]+[\mathrm{OH^-}]+C\,\mathrm{Var}(n)\bigr\}\;}
\]

**Q:** So the capacity is not proportional to the variance. There are water terms.

**A:** Correct. The proportionality holds for the acid's own part, \(\beta_{\mathrm{acid}}=C\ln10\,\mathrm{Var}(n)\). The water terms are positive and come on top.

**Q:** And the sign? A difference \(\langle n^2\rangle-\langle n\rangle^2\) does not look positive at a glance.

**A:** Write it as a sum over pairs of forms. Expanding the square and using \(\sum_ip_i=1\),

\[
\tfrac12\sum_{i,j}(i-j)^2p_ip_j
=\tfrac12\bigl(\langle n^2\rangle-2\langle n\rangle^2+\langle n^2\rangle\bigr)
=\mathrm{Var}(n).
\]

Terms with \(i=j\) vanish, and each remaining pair occurs twice, so

\[
\mathrm{Var}(n)=\sum_{i<j}(i-j)^2p_ip_j .
\]

At finite pH every \(p_i\) is positive, so for \(N\ge1\) the variance is strictly positive. This answers your first question. The coupled equilibria can make the capacity small, but they cannot reverse its sign. The order of the pKa values was never used.

The acid's own part of the capacity does tend to zero at the two ends, while the water terms grow there. At high pH the forms \(n=0\) and \(n=1\) dominate, and \(\mathrm{Var}(n)\to B_1h=h/K_N\). At low pH the forms \(N\) and \(N-1\) dominate, and \(\mathrm{Var}(n)\to K_1/h\).

**Q:** What fluctuates here? A titration curve is smooth.

**A:** The curve shows a mean over very many acid units. At one instant some units hold one proton, others two, and \(\mathrm{Var}(n)\) is the spread of that census. If all units held the same number, a small change of \(h\) would have no mixture to shift. With neighbouring forms both well populated, \(dp_n/d\ln h=p_n(n-\langle n\rangle)\) moves population from below the mean to above it when \(h\) rises.

**Q:** My acid has distinct sites that repel each other's protons. A macroscopic pKa belongs to no single site. Does the variance still count real protons?

**A:** It does. Let a microstate \(s\) say which sites are occupied, with \(|s|\) protons in all and weight \(b_sh^{|s|}\). Collecting microstates with equal proton number gives \(B_n=\sum_{|s|=n}b_s\), so \(p_n\) is the total probability of holding \(n\) protons, wherever they sit.

As a test, take three sites with pK values 4.2, 4.8 and 5.2 when the others are empty, and let each pair of bound protons lower \(\log_{10}b_s\) by 0.7. At pH 5 the variance counted over the eight microstates is 0.3098. The numerical slope \(-d\langle n\rangle/d\,\mathrm{pH}\), found from the macroscopic constants and divided by \(\ln10\), is also 0.3098.

**Q:** Then give me numbers for a bath.

**A:** Take a model acid with pKa 3.0, 4.5 and 6.0 at \(C=20\) mmol/L, in 100 mmol/L of 1:1 salt at pH 5, with \(K_w=10^{-14}\ (\mathrm{mol/L})^2\). The coefficients are \(B_1=10^{6}\), \(B_2=10^{10.5}\) and \(B_3=10^{13.5}\). With \(h=10^{-5}\) the terms of \(P\) for \(n=0,1,2,3\) are 1, 10, 3.1623 and 0.0316, and \(P=14.194\). Then

\[
\langle n\rangle=\frac{10+2(3.1623)+3(0.0316)}{14.194}=1.157,
\]
\[
\langle n^2\rangle=\frac{10+4(3.1623)+9(0.0316)}{14.194}=1.616 ,
\]

and, with unrounded values, \(\mathrm{Var}(n)=0.2776\). The acid part is

\[
\beta_{\mathrm{acid}}=2.3026\times20\times0.2776=12.78\ \text{mmol/L per pH unit}.
\]

Water adds 0.02, for a total of 12.81. The slope of the titration curve, obtained by solving the charge balance for pH at two nearby base additions, is 12.81 as well.

**Q:** What does that buy me if the process releases acid?

**A:** Suppose it releases 1 mmol/L of strong acid. The capacity predicts a shift of \(-1/12.81=-0.078\) pH units. The full charge balance gives \(-0.077\). The capacity is a local slope, and here it grows slightly towards lower pH, so the finite shift is a little smaller than the linear estimate.

**Q:** Is pH 5 a lucky choice? It lies between two pKa values, where I would expect a dip.

**A:** There is a dip, but a shallow one. Between pH 3 and 6 the variance stays between 0.265 and 0.311. To see why, factor \(P\). Its coefficients are positive, so any real root is negative. If all roots are real, call them \(-\kappa_r\). Because \(P(0)=1\),

\[
P=\prod_{r=1}^{N}\Bigl(1+\frac{h}{\kappa_r}\Bigr),\qquad
\langle n\rangle=\sum_r q_r,\qquad q_r=\frac{h}{h+\kappa_r}.
\]

One more derivative gives

\[
\frac{dq_r}{d\ln h}=\frac{h\kappa_r}{(h+\kappa_r)^2}=q_r(1-q_r)
\quad\Rightarrow\quad
\mathrm{Var}(n)=\sum_rq_r(1-q_r).
\]

The acid titrates like \(N\) independent quasi-sites, each contributing a bell of height 1/4. A bell falls to half its height when \(q(1-q)=1/8\). With \(x=h/\kappa\) this is \(8x=(1+x)^2\), so \(x=3\pm2\sqrt2\), which is 0.77 pH units either side of the centre.

For our acid the quasi-site pK values are 3.014, 4.500 and 5.986. Neighbouring centres are 1.49 apart, so at the midpoint each of the two bells is still at about half height, and together they restore roughly 1/4. That fills the gap.

**Q:** Those pK values are almost the pKa values. Why not use the pKa values directly?

**A:** For well separated steps it is a fair approximation. At pH 5 the bells centred on the pKa values sum to 0.2750, against 0.2776, which is 1 % low. With closer steps the distinction matters more. Two identical independent sites of constant \(K\) have \(P=(1+h/K)^2\), hence \(B_1=2/K\) and \(B_2=1/K^2\). The macroscopic constants are then \(K_2=K/2\) and \(K_1=2K\), although both quasi-sites sit at \(K\).

**Q:** Is \(N/4\) then the largest variance an acid can have?

**A:** It is a bound when all roots are real, since each \(q_r(1-q_r)\le1/4\). In general the bound is weaker. Because \(0\le n\le N\), we have \(n(N-n)\ge0\), so \(\langle n^2\rangle\le N\langle n\rangle\) and

\[
\mathrm{Var}(n)\le\langle n\rangle\,(N-\langle n\rangle)\le\frac{N^2}{4}.
\]

A cooperative acid can come close to it. Take \(N=2\) with pKa 7 for the first proton lost and 3 for the second. At pH 5 the terms are 1, 0.01 and 1. The singly protonated form is rare, the protons come and go in pairs, and \(\mathrm{Var}(n)=0.995\). This lies far above \(N/4=0.5\) and just below \(N^2/4=1\).

**Q:** Could I then have a high capacity at every pH by choosing a cooperative acid?

**A:** No, because the area is fixed. Integrating over the whole pH axis,

\[
\int_{-\infty}^{\infty}\beta_{\mathrm{acid}}\,d\,\mathrm{pH}
=-C\bigl[\langle n\rangle\bigr]_{\mathrm{pH}=-\infty}^{\mathrm{pH}=\infty}=NC .
\]

Cooperativity concentrates capacity in a narrower range, and separated pKa values spread it out. In our bath \(\langle n\rangle\) falls from 2.909 at pH 2 to 0.010 at pH 8, so 2.90 of the 3 protons per acid unit are given up in that interval.

The ends also show why the water terms must be kept apart. At pH 2 the total capacity is 26.9 mmol/L per pH unit, of which 23.0 comes from free \(\mathrm{H^+}\) and 3.9 from the acid. At pH 8 the total is only 0.45.

**Q:** You held the ionic strength fixed. Adding base creates ions.

**A:** It does. At pH 5 the ionic strength is 155 mmol/L, and around this pH it rises with pH as the anions gain charge. I size the effect with the Davies equation, keeping the constants equal to the stated ones at pH 5 itself. In this range a higher ionic strength stabilizes the more highly charged anions and lowers the pKa values. More protons are then released per pH unit, and the capacity rises by 2.45 %. If pH is defined by the activity of \(\mathrm{H^+}\), the rise is 1.9 %.

**Q:** And dilution and temperature?

**A:** With 1 mol/L titrant, going from pH 4.5 to 5.5 lowers \(C\) by 1.3 %, and at given pH the acid part falls in the same proportion. For a bath at 50 °C instead of 25 °C, I assume a dissociation enthalpy of 5 kJ/mol for every step. All pKa values then drop by 0.068. For the acid part this is the same as reading the original curve at pH 5.068, since only the differences between pH and pKa enter. The capacity at pH 5 falls by 1.8 %, with \(K_w\) held fixed.

**Q:** My bath contains dissolved metal that binds the acid. Surely metal and protons compete, and your proof fails?

**A:** The formula changes, but the sign survives. Let \(m\) be the number of metal ions bound to one acid unit and \(\mu\) the free metal concentration. I assume complexes with one acid unit each and no hydrolysis of the metal. The polynomial becomes \(\sum B_{nm}h^n\mu^m\), and the same differentiation gives

\[
d\langle n\rangle=\mathrm{Var}(n)\,d\ln h+\mathrm{Cov}(n,m)\,d\ln\mu,
\]
\[
d\langle m\rangle=\mathrm{Cov}(n,m)\,d\ln h+\mathrm{Var}(m)\,d\ln\mu .
\]

The total metal \(\mu+C\langle m\rangle\) is fixed, so \(\mu\,d\ln\mu+C\,d\langle m\rangle=0\). Inserting the second line and solving,

\[
\frac{d\ln\mu}{d\ln h}=-\frac{\mathrm{Cov}(n,m)}{\mathrm{Var}(m)+\mu/C},
\]

and the first line becomes

\[
\frac{d\langle n\rangle}{d\ln h}=\mathrm{Var}(n)-\frac{\mathrm{Cov}(n,m)^2}{\mathrm{Var}(m)+\mu/C}.
\]

This replaces \(\mathrm{Var}(n)\) in the capacity; the fixed total charge of the metal and its counterions adds a constant to \(C_b\). The Cauchy-Schwarz inequality \(\mathrm{Cov}(n,m)^2\le\mathrm{Var}(n)\mathrm{Var}(m)\) keeps the right side from being negative.

**Q:** How large is the change?

**A:** Add 2 mmol/L of a divalent metal that binds the bare anion with an assumed \(\log_{10}K=5\). Nearly all of it is bound, with 0.016 mmol/L left free. The variance of \(n\) rises to 0.370, because the complexed units hold no proton and widen the census. Yet the effective value is 0.251, and the capacity falls by 9.5 % to 11.6 mmol/L per pH unit.

The extra spread does not buffer, because tightly bound metal cannot leave when the pH moves slightly. About 10 % of the acid is locked up, and the rest behaves as before: \(0.90\times0.278=0.25\).

**Q:** How close is all this to a real bath?

**A:** The pKa values are rough values for citric acid, which is used as a buffer and complexing agent in plating and polishing. The concentration of 20 mmol/L is a choice made for the example. If a bath holds metal in an amount comparable to the acid, the formula without metal should not be used. The 9.5 % found here belongs to pH 5, the assumed binding constant and a metal-to-acid ratio of one to ten. Even its sign can change: at pH 4, where the metal is less completely bound, the same model gives a higher capacity with metal than without. Protonated metal complexes, which citrate also forms, are not included in that figure. The warm-bath estimate is also limited to the model: the third dissociation of citric acid is slightly exothermic, so its pKa values do not all shift together on warming, and the 1.8 % should not be carried over.

**Q:** Is there a case where even the sign argument is lost?

**A:** The argument needs both \(C\) and the conditional constants to stay fixed along the titration. If a salt of the acid precipitates as the pH changes, the term \(C(N-\langle n\rangle)\) acquires the extra slope \((N-\langle n\rangle)\,dC/d\,\mathrm{pH}\), and the cations that leave the solution with the solid change the charge balance as well. The variance formula for the solution alone then no longer gives the capacity, and the solid must enter the balance. Losing this proof does not by itself mean that the capacity becomes negative. The constants are the other condition. Without background salt the titration itself changes the ionic strength, the constants move with it, and the proof no longer applies. For citric acid the slope stays positive. For a hypothetical, strongly cooperative acid with four protons (pKa 10, 8, 6 and 4 at zero ionic strength, 20 mmol/L, no salt), the Davies equation gives a range in which the pH on the concentration scale falls slightly as base is added. The Davies equation is itself only rough for ions of such high charge. The numerical output lists the values used here, with the table from pH 2 to 8.

## Numbers as computed

```
Model acid pKa: 3.0 4.5 6.0 ; Kw = 1e-14 (mol/L)^2
Acid 20.0 mmol/L, salt 100 mmol/L, pH 5.0
Binding terms B_n h^n, n=0..3: 1.0000 10.0000 3.1623 0.0316
Binding polynomial P: 14.1939
Fractions p_n, n=0..3: 0.0705 0.7045 0.2228 0.0022
Mean n: 1.1568; mean n^2: 1.6157; Var(n): 0.2776
Capacity, acid part: 12.783 mmol/L per pH
Capacity, water part: 0.023 mmol/L per pH
Capacity, total: 12.806 mmol/L per pH
Table, capacities in mmol/L per pH (last: titration-curve slope)
  pH  mean n  Var(n)   acid   water   slope
 2.0  2.9085  0.0837   3.853  23.026  26.879
 3.0  2.4766  0.2807  12.926   2.303  15.228
 4.0  1.8432  0.2776  12.783   0.230  13.013
 5.0  1.1568  0.2776  12.783   0.023  12.806
 6.0  0.5234  0.2807  12.926   0.002  12.928
 7.0  0.0915  0.0837   3.853   0.000   3.854
 8.0  0.0099  0.0098   0.452   0.002   0.454
Var(n) for pH 3 to 6: min 0.2649, max 0.3113
Area under acid capacity / C: 3.000000
Quasi-site pK: 3.0144 4.5000 5.9856
Sum q(1-q) at pH 5: quasi-sites 0.2776, with pKa instead 0.2750
Random acids: 400; smallest -d<n>/dpH 4.69e-07
Random acids: largest gap to ln10*Var 3.5e-07
Interacting sites at pH 5: microstate Var 0.3098, slope/ln10 0.3098
Cooperative acid, pKa 7 then 3, at pH 5: Var(n) 0.9950
Strong acid released: 1.0 mmol/L
pH shift: from capacity -0.0781, full balance -0.0772
Neglected effects at pH 5 (capacity in mmol/L per pH, change in %)
Ionic strength at pH 5: 155.2 mmol/L; Debye A 0.5106 (L/mol)^0.5
Varying ionic strength: 13.119, +2.45 %
Same, activity pH scale: 13.049, +1.90 %
Dilution, pH 4.5 to 5.5, titrant 1.0 mol/L: C falls 1.29 %
Bath at 50 C, 5 kJ/mol per step: pKa shift -0.0678
Warm bath: 12.571, -1.84 %
Metal 2.0 mmol/L, log10 K 5.0: free metal 0.0156 mmol/L
With metal: Var(n) 0.3696, Cov(n,m) -0.1034, effective 0.2511
With metal: 11.585, -9.53 %
```
